**Kirchhoff's transform for a laser-heated solid**

The program tests that u = (1/k0)∫k dT, taken from T0 to T, turns steady conduction with conductivity k(T) into Laplace's equation, so that one inversion of u gives the true temperature T. Here k0 is the conductivity at the far temperature T0, P is the absorbed power and w is the 1/e² radius of a Gaussian beam. A finite-volume solver treats the original nonlinear equation without the transform, and the program asserts agreement within 1.5 % of the peak rise for a falling conductivity, a rising conductivity and a wafer with a cold back face. It also asserts that the closed forms for u match direct summation of surface point sources. For rough germanium parameters the formula gives a peak of 1037.9 K and the solver 1034.5 K, while constant conductivity would give 672.3 K. Further output sizes neglected effects; among those listed as peak shifts, carrier diffusion (about −55 K for the assumed diffusion length) and the cold back face (about −35 K) are the largest. Changing the conductivity exponent from 1 to 0.9 or 1.1 moves the peak to about 967 K or 1129 K.

## Numerical check

```python
"""Kirchhoff transform for steady laser heating.

Result under test: with u = (1/k0) * integral of k(T') from T0 to T, the
nonlinear equation div(k(T) grad T) = 0 becomes Laplace's equation for u.
For a Gaussian absorbed surface flux 2P/(pi w^2) exp(-2 r^2/w^2) on a
half-space, u at the centre is P/(sqrt(2 pi) k0 w), and for k = k0*T0/T
the true temperature is T = T0*exp(u/T0).
Symbols: P absorbed power, w beam radius (1/e^2), T0 far temperature,
k0 conductivity at T0, r distance from the axis, z depth. SI units inside.
The germanium parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import erfcx, ive

T0 = 300.0
k0 = 60.0
w = 50e-6
incident_power = 5.6
reflectivity = 0.5
P = incident_power * (1 - reflectivity)
T_melt = 1210.0
wafer_thickness = 500e-6
optical_depth = 20e-9
wavelength = 532e-9
gap_eV = 0.66
carrier_length = 5e-6
heat_capacity = 1.7e6          # J/(m^3 K)
dwell = 0.1                    # s
h_convection = 10.0            # W/(m^2 K)
loss_radius = 0.01             # m


def k_inverse_T(T):
    return k0 * T0 / T


def k_rising(T):
    return k0 * (1 + (T - T0) / 600.0)


def flux(r):
    return 2 * P / (np.pi * w**2) * np.exp(-2 * r**2 / w**2)


u_peak = P / (np.sqrt(2 * np.pi) * k0 * w)


def u_surface(r):
    return u_peak * ive(0, (r / w)**2)


def u_axis(z):
    return u_peak * erfcx(np.sqrt(2) * z / w)


def true_T(u):
    return T0 * np.exp(u / T0)


def power_law_T(u, n):
    return T0 * (1 + (1 - n) * u / T0)**(1 / (1 - n))


def invert_numerically(u, k):
    return brentq(lambda T: quad(k, T0, T)[0] / k0 - u, T0, 5000.0)


def solve_heat_equation(k, radius, depth, n=100):
    """Finite volumes for T itself; outer side and bottom are held at T0."""
    def nodes(length):
        s = np.linspace(0, np.arcsinh(length / (0.5 * w)), n)
        return 0.5 * w * np.sinh(s)

    r, z = nodes(radius), nodes(depth)
    r_face = np.r_[0, (r[1:] + r[:-1]) / 2, r[-1]]
    z_face = np.r_[0, (z[1:] + z[:-1]) / 2, z[-1]]
    area = np.pi * np.diff(r_face**2)
    height = np.diff(z_face)
    g_r = (2 * np.pi * r_face[1:-1] / np.diff(r))[:, None] * height[None, :]
    g_z = area[:, None] / np.diff(z)[None, :]
    index = np.arange(n * n).reshape(n, n)
    a = np.r_[index[:-1].ravel(), index[:, :-1].ravel()]
    b = np.r_[index[1:].ravel(), index[:, 1:].ravel()]
    g = np.r_[g_r.ravel(), g_z.ravel()]
    source = np.zeros((n, n))
    source[:, 0] = -P * np.diff(np.exp(-2 * r_face**2 / w**2))
    source = source.ravel()
    free = index[:-1, :-1].ravel()
    T = np.full(n * n, T0)
    for _ in range(80):
        c = g * k((T[a] + T[b]) / 2)
        matrix = coo_matrix(
            (np.r_[c, c, -c, -c], (np.r_[a, b, a, b], np.r_[a, b, b, a])),
            shape=(n * n, n * n)).tocsr()
        reduced = matrix[free][:, free].tocsc()
        T_new = np.full(n * n, T0)
        T_new[free] += spsolve(reduced, source[free],
                               permc_spec="MMD_AT_PLUS_A")
        change = np.max(np.abs(T_new - T))
        T = T_new
        if change < 1e-3:
            return r, z, T.reshape(n, n)
    raise RuntimeError("conductivity iteration did not converge")


# Closed forms against direct summation of surface point sources.
angles = np.linspace(0, 2 * np.pi, 240, endpoint=False)
for r0 in (0.0, w, 2 * w):
    direct = quad(lambda s: w / k0 * np.mean(flux(np.sqrt(
        r0**2 + (s * w)**2 + 2 * r0 * s * w * np.cos(angles)))), 0, 8)[0]
    assert abs(direct / u_surface(r0) - 1) < 1e-6
for z0 in (0.5 * w, w, 3 * w):
    direct = quad(lambda s: w / k0 * flux(s * w) * s
                  / np.sqrt(s**2 + (z0 / w)**2), 0, 8)[0]
    assert abs(direct / u_axis(z0) - 1) < 1e-6

# Inversion formulas against numerical integration of the conductivity.
T_peak = true_T(u_peak)
assert abs(invert_numerically(u_peak, k_inverse_T) - T_peak) < 1e-5
for n_exp in (0.9, 1.1):
    T_num = invert_numerically(u_peak, lambda T: k0 * (T0 / T)**n_exp)
    assert abs(T_num - power_law_T(u_peak, n_exp)) < 1e-5
# Largest possible u for n = 1.1, integrated with T = T0*exp(s).
u_limit = quad(lambda s: T0 * np.exp(s) * np.exp(s)**(-1.1), 0, 400)[0]
assert abs(u_limit / (T0 / (1.1 - 1)) - 1) < 1e-6

# Nonlinear heat equation solved without the transform.
# The 1.5 % tolerance covers the grid spacing and the finite domain.
r, z, T_grid = solve_heat_equation(k_inverse_T, 300 * w, 300 * w)
near_r, near_z = r < 5 * w, z < 5 * w
dev_r = np.max(np.abs(T_grid[near_r, 0] - true_T(u_surface(r[near_r]))))
dev_z = np.max(np.abs(T_grid[0, near_z] - true_T(u_axis(z[near_z]))))
rise = T_peak - T0
assert max(dev_r, dev_z) < 0.015 * rise
assert abs(T_grid[0, 0] - (T0 + u_peak)) > 0.3 * rise

_, _, T_grid_rising = solve_heat_equation(k_rising, 300 * w, 300 * w)
T_rising = invert_numerically(u_peak, k_rising)
assert abs(T_grid_rising[0, 0] - T_rising) < 0.015 * (T_rising - T0)

# Wafer with a cold back face: image formula against the nonlinear solver.
du_wafer = -P * np.log(2) / (2 * np.pi * k0 * wafer_thickness)
T_wafer = true_T(u_peak + du_wafer)
_, _, T_grid_wafer = solve_heat_equation(k_inverse_T, 100 * w,
                                         wafer_thickness)
assert abs(T_grid_wafer[0, 0] - T_wafer) < 0.015 * rise
grid_drop = T_grid[0, 0] - T_grid_wafer[0, 0]
assert abs(grid_drop - (T_peak - T_wafer)) < 0.25 * (T_peak - T_wafer)

# Width of the hot spot in u and in T.
r_half_u = brentq(lambda x: u_surface(x) - u_peak / 2, 0, 10 * w)
r_half_T = brentq(lambda x: true_T(u_surface(x)) - T0 - rise / 2, 0, 10 * w)
grid_rise = T_grid[:, 0] - T0
r_half_grid = np.interp(-grid_rise[0] / 2, -grid_rise, r)
assert abs(r_half_grid / r_half_T - 1) < 0.03
assert r_half_T < r_half_u

# Absorbed power that brings the centre to melting.
P_melt = np.sqrt(2 * np.pi) * k0 * w * T0 * np.log(T_melt / T0)
P_melt_constant = np.sqrt(2 * np.pi) * k0 * w * (T_melt - T0)
u_needed = quad(k_inverse_T, T0, T_melt)[0] / k0
assert abs(P * u_needed / u_peak / P_melt - 1) < 1e-8


# Sizes of neglected effects, as shifts of the central u.
def mode_average(factor):
    """Average over Hankel modes; x = mode wavenumber times w."""
    return quad(lambda x: np.exp(-x**2 / 8) * factor(x), 0, 40)[0] \
        / np.sqrt(2 * np.pi)


du_optical = -u_peak * mode_average(
    lambda x: x * optical_depth / w / (1 + x * optical_depth / w))

photon_eV = const.h * const.c / wavelength / const.e
gap_share = gap_eV / photon_eV
ell = carrier_length / w


def carrier_factor(x):
    return 1 - x * ell / np.sqrt(1 + (x * ell)**2)


# Heat released by decaying carriers, summed over depth for single modes.
for x in (0.5, 2.0, 6.0):
    kappa = np.sqrt(x**2 + 1 / ell**2)
    summed = quad(lambda s: np.exp(-(kappa + x) * s) / (kappa * ell**2),
                  0, 40 / kappa)[0]
    assert abs(summed - carrier_factor(x)) < 1e-7
du_carrier = -u_peak * gap_share * (1 - mode_average(carrier_factor))


def surface_loss(radius):
    T = true_T(u_surface(radius))
    return const.sigma * (T**4 - T0**4) + h_convection * (T - T0)


du_loss = -quad(surface_loss, 0, loss_radius,
                points=[w, 5 * w, 30 * w], limit=200)[0] / k0

D0 = k0 / heat_capacity
fraction = 2 / np.pi * np.arctan(np.sqrt(8 * D0 * dwell) / w)
s_scale = w / np.sqrt(8 * D0)
s_end = np.sqrt(dwell)
u_time = quad(lambda s: 4 * P / heat_capacity / np.sqrt(4 * np.pi * D0)
              / (np.pi * (w**2 / 2 + 4 * D0 * s**2)), 0, s_end,
              points=[s_scale, 10 * s_scale], limit=200)[0]
assert abs(u_time / (u_peak * fraction) - 1) < 1e-6
du_dwell = -u_peak * (1 - fraction)


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}")


show("incident power", incident_power, "W")
show("reflectivity", reflectivity, "(no unit)", 2)
show("absorbed power P", P, "W", 2)
show("beam radius w", w * 1e6, "um")
show("far temperature T0", T0, "K")
show("conductivity k0 at T0", k0, "W/(m K)")
show("conductivity at the true peak", k_inverse_T(T_peak), "W/(m K)")
show("rough melting temperature", T_melt, "K")
show("transformed rise u at centre", u_peak, "K")
show("ratio u/T0 at centre", u_peak / T0, "(no unit)", 4)
show("true peak temperature", T_peak, "K")
show("true peak temperature", T_peak - const.zero_Celsius, "deg C")
show("peak with constant k0", T0 + u_peak, "K")
show("peak from nonlinear solver", T_grid[0, 0], "K")
show("largest surface deviation of solver", dev_r, "K")
show("largest axial deviation of solver", dev_z, "K")
for m in (1, 2):
    show(f"u on surface at r = {m} w", u_surface(m * w), "K")
    show(f"T on surface at r = {m} w", true_T(u_surface(m * w)), "K")
show("u on axis at z = w", u_axis(w), "K")
show("T on axis at z = w", true_T(u_axis(w)), "K")
show("half-rise radius of u", r_half_u * 1e6, "um")
show("half-rise radius of T", r_half_T * 1e6, "um")
show("half-rise radius of T from solver", r_half_grid * 1e6, "um")
show("absorbed power to reach melting", P_melt, "W", 2)
show("same with constant k0", P_melt_constant, "W", 2)
show("rising-k test law: peak by inversion", T_rising, "K")
show("rising-k test law: peak by solver", T_grid_rising[0, 0], "K")
show("peak for exponent n = 0.9", power_law_T(u_peak, 0.9), "K")
show("peak for exponent n = 1.1", power_law_T(u_peak, 1.1), "K")
show("upper limit of u for n = 1.1", u_limit, "K")
show("absorbed power limit for n = 1.1", P * u_limit / u_peak, "W")
show("wafer thickness", wafer_thickness * 1e6, "um")
show("shift of u, cold back face", du_wafer, "K", 2)
show("peak with cold back face, formula", T_wafer, "K")
show("peak with cold back face, solver", T_grid_wafer[0, 0], "K")
show("photon energy", photon_eV, "eV", 2)
show("gap energy used", gap_eV, "eV", 2)
show("gap share of photon energy", gap_share, "(no unit)", 3)
show("carrier diffusion length", carrier_length * 1e6, "um")
show("optical depth", optical_depth * 1e9, "nm")
show("volumetric heat capacity", heat_capacity / 1e6, "MJ/(m^3 K)", 2)
show("cold diffusivity", D0 * 1e4, "cm^2/s", 3)
show("dwell time", dwell * 1e3, "ms")
show("convection coefficient", h_convection, "W/(m^2 K)")
show("radius of the losing surface", loss_radius * 1e3, "mm")
for name, du in (("cold back face", du_wafer),
                 ("carrier diffusion", du_carrier),
                 ("optical depth", du_optical),
                 ("black-body radiation and convection", du_loss),
                 ("finite dwell", du_dwell),
                 ("1 % more absorbed power", 0.01 * u_peak)):
    show("peak shift, " + name, true_T(u_peak + du) - T_peak, "K", 2)
print("all good")
```

It prints:

```
incident power: 5.6 W
reflectivity: 0.50 (no unit)
absorbed power P: 2.80 W
beam radius w: 50.0 um
far temperature T0: 300.0 K
conductivity k0 at T0: 60.0 W/(m K)
conductivity at the true peak: 17.3 W/(m K)
rough melting temperature: 1210.0 K
transformed rise u at centre: 372.3 K
ratio u/T0 at centre: 1.2412 (no unit)
true peak temperature: 1037.9 K
true peak temperature: 764.7 deg C
peak with constant k0: 672.3 K
peak from nonlinear solver: 1034.5 K
largest surface deviation of solver: 3.4 K
largest axial deviation of solver: 3.4 K
u on surface at r = 1 w: 173.4 K
T on surface at r = 1 w: 534.8 K
u on surface at r = 2 w: 77.1 K
T on surface at r = 2 w: 387.9 K
u on axis at z = w: 125.2 K
T on axis at z = w: 455.3 K
half-rise radius of u: 46.8 um
half-rise radius of T: 35.3 um
half-rise radius of T from solver: 35.3 um
absorbed power to reach melting: 3.15 W
same with constant k0: 6.84 W
rising-k test law: peak by inversion: 598.2 K
rising-k test law: peak by solver: 597.6 K
peak for exponent n = 0.9: 966.6 K
peak for exponent n = 1.1: 1128.9 K
upper limit of u for n = 1.1: 3000.0 K
absorbed power limit for n = 1.1: 22.6 W
wafer thickness: 500.0 um
shift of u, cold back face: -10.30 K
peak with cold back face, formula: 1002.9 K
peak with cold back face, solver: 1002.2 K
photon energy: 2.33 eV
gap energy used: 0.66 eV
gap share of photon energy: 0.283 (no unit)
carrier diffusion length: 5.0 um
optical depth: 20.0 nm
volumetric heat capacity: 1.70 MJ/(m^3 K)
cold diffusivity: 0.353 cm^2/s
dwell time: 100.0 ms
convection coefficient: 10.0 W/(m^2 K)
radius of the losing surface: 10.0 mm
peak shift, cold back face: -35.02 K
peak shift, carrier diffusion: -54.63 K
peak shift, optical depth: -0.82 K
peak shift, black-body radiation and convection: -0.14 K
peak shift, finite dwell: -7.69 K
peak shift, 1 % more absorbed power: 12.96 K
all good
```
